# Renormalised Cohesive Law for a Slab of N Interplanar Gaps

A model of titanium cleaved between its basal planes gives a theoretical strength of 20.4 GPa for a single interplanar gap. If a slab about 100 nm thick is described by one cohesive law, its peak traction is 3.62 GPa. For a slab about 1 µm thick it is 1.18 GPa. The work of separation is 4.0 J/m² in all three cases. The bonds have not changed. The fall in strength comes from the number of gaps that share the opening, together with the assumption that the slab always takes its state of lowest energy.

## The slab and its energy

Consider \(N+1\) parallel atomic planes separated by \(N\) gaps. In this section \(N\) counts gaps. The slab is clamped laterally, and gap \(i\) opens by \(\delta_i\) from its equilibrium spacing. Only adjacent planes interact, so the energy per unit area is \(\sum_i\varphi(\delta_i)\).

The binding curve \(\varphi\) is smooth, with its minimum \(\varphi(0)=0\) and stiffness \(C=\varphi''(0)>0\). It rises for \(\delta>0\) to the limit \(G=2\gamma\), the energy of two new surfaces, and grows without bound under strong compression. It has one inflection \(\delta_*>0\): \(\varphi''>0\) below it and \(\varphi''<0\) above it. The theoretical strength is therefore \(\sigma_{\rm th}=\varphi'(\delta_*)\).

The renormalised law assigns to a total opening \(\delta\) the lowest energy available:

\[
V_N(\delta)=\min\Big\{\sum_{i=1}^N\varphi(\delta_i):\ \sum_{i=1}^N\delta_i=\delta\Big\},\qquad \sigma=V_N'(\delta). \tag{1}
\]

The choice of the absolute minimum is a physical assumption, examined below. A minimum exists: with the sum fixed, a gap can open without limit only if another is compressed without limit, which costs unbounded energy.

## Which states can be minima

A Lagrange multiplier for the constraint in (1) gives

\[
\varphi'(\delta_i)=\sigma\quad\text{for every } i. \tag{2}
\]

Along a branch of such states \(dV_N=\sum_i\varphi'(\delta_i)\,d\delta_i=\sigma\,d\delta\), so the multiplier is the traction. For \(\delta>0\) at least one gap is positive. Hence \(\sigma>0\), and all gaps are positive.

Now transfer a small opening \(\epsilon\) from gap \(j\) to gap \(i\). By (2) the first-order change vanishes, and the second-order change is \(\tfrac12[\varphi''(\delta_i)+\varphi''(\delta_j)]\epsilon^2\). It is negative if both gaps lie past the inflection, so a minimum has at most one such gap. Since \(\varphi'\) increases on \([0,\delta_*]\), all remaining gaps are equal. Two kinds of state are left:

- closed: every gap equals \(\delta/N\), with energy \(N\varphi(\delta/N)\);
- open: one gap \(b>\delta_*\) and \(N-1\) gaps \(a<\delta_*\), with

\[
\delta=(N-1)a+b,\qquad \varphi'(a)=\varphi'(b)=\sigma. \tag{3}
\]

For \(N\ge2\) the closed state cannot be a minimum beyond \(\delta=N\delta_*\), where all gaps would be past the inflection.

**One crossing.** At equal \(\delta\le N\delta_*\), (3) with \(b>a\) gives \(a<\delta/N\). The open state therefore has the smaller traction. The difference \(V_N(\delta)-N\varphi(\delta/N)\) is never positive; it is zero where the closed state is optimal and decreases where an open state is optimal. Once it has left zero it cannot return. There is one transition opening \(\delta_c\), with closed states below and open states above.

**Falling traction after the transition.** Write \(k_a=\varphi''(a)>0\) and \(k_b=\varphi''(b)<0\). Raise \(b\) by \(\epsilon\) and lower each other gap by \(\epsilon/(N-1)\). The second-order energy change is \(\tfrac12[k_b+k_a/(N-1)]\epsilon^2\), so a minimum requires

\[
|k_b|\le \frac{k_a}{N-1}. \tag{4}
\]

From (3), \(d\sigma=k_a\,da=k_b\,db\), and hence

\[
\frac{d\delta}{d\sigma}=\frac{N-1}{k_a}-\frac1{|k_b|}\le0 . \tag{5}
\]

Traction falls with opening. If the minimum switches from one open branch to another, the new branch is lower afterwards and so has the smaller slope, which preserves the conclusion. Thus \(V_N\) is concave for \(\delta>\delta_c\), and the peak traction is

\[
\sigma_c=\varphi'(\delta_c/N). \tag{6}
\]

## The limit of many gaps

Put \(\delta=\sqrt N\,x\) and hold \(x\) fixed. Two trial states bound the energy from above. The closed state gives \(N\varphi(x/\sqrt N)\to Cx^2/2\), because the cubic term contributes only at order \(N^{-1/2}\). Putting the whole opening into one gap gives \(\varphi(\sqrt N x)\to G\), and also shows that \(V_N<G\).

For a lower bound, suppose the minimiser is open. Then \((N-1)\varphi(a)<G\), so \(a\to0\). For any small \(\varepsilon>0\) and large enough \(N\), \(\varphi(a)\ge(1-\varepsilon)Ca^2/2\). With \(a=(\delta-b)/(N-1)\) and \(b=\sqrt N\,y\),

\[
V_N\ \ge\ (1-\varepsilon)\frac{C(\delta-b)^2}{2(N-1)}+\varphi(b)\ \ge\ (1-\varepsilon)\frac C2(x-y)^2+\varphi(\sqrt N y). \tag{7}
\]

Choose \(0<\eta<x\). If \(y<\eta\), the first term is at least \((1-\varepsilon)C(x-\eta)^2/2\). If \(y\ge\eta\), the second is at least \(\varphi(\sqrt N\eta)\to G\). Since \(\varepsilon\) and \(\eta\) can be made as small as desired,

\[
V_N(\sqrt N x)\ \longrightarrow\ \min\{Cx^2/2,\ G\}. \tag{8}
\]

The two expressions meet at \(x_c=\sqrt{2G/C}\). It remains to show that \(\delta_c/\sqrt N\to x_c\), since convergence of an energy does not by itself fix a traction.

If \(\delta_c/\sqrt N\) stayed below some \(x_1<x_c\) for arbitrarily large \(N\), the rescaled energies would be concave on \((x_1,x_c)\), and so would their limit. But the limit there is the strictly convex \(Cx^2/2\). If instead \(\delta_c/\sqrt N\) stayed above some \(x_2>x_c\), the closed state would be optimal at an \(x\) between \(x_c\) and \(x_2\), with energy tending to \(Cx^2/2>G\), against \(V_N<G\). Hence, by (6),

\[
\delta_c\simeq\sqrt{\frac{2GN}{C}},\qquad
\sigma_c\simeq\frac{C\delta_c}{N}=\sqrt{\frac{2CG}{N}}=2\sqrt{\frac{C\gamma}{N}} . \tag{9}
\]

At leading order the traction rises as \(C\delta/N\) and drops to zero at \(\delta_c\). The curve is a triangle of area \(\tfrac12\sigma_c\delta_c=G\). The slab becomes softer in proportion to \(1/N\); to keep the area fixed, the opening must grow as \(\sqrt N\) and the traction fall as \(1/\sqrt N\).

The work is fixed at finite \(N\) too. Adding a small opening to one gap of a minimiser changes its energy slightly, so \(V_N\) has no jump even where \(\sigma\) does. At large \(\delta\) some gap is at least \(\delta/N\), which gives \(\varphi(\delta/N)\le V_N(\delta)<G\). Therefore

\[
\int_0^\infty\sigma\,d\delta=V_N(\infty)-V_N(0)=G\quad\text{for every }N. \tag{10}
\]

Quadrature of the traction along the two branches of the curve (14) below, for \(N=4\), 100 and \(10^4\), gives \(1.000000\,G\) each time.

## The first correction

Suppose the binding curve has an exponential tail, in the sense that \(|\varphi''(b)|\ge\kappa\varphi'(b)\) at large \(b\), with \(\kappa>0\). In the open state at the transition \(a\to0\), so \(\sigma\to0\) and \(b\to\infty\). Condition (4) then gives \(\sigma=\varphi'(b)\le k_a/[\kappa(N-1)]\). The closed gaps together hold only \((N-1)a\simeq(N-1)\sigma/C\), which stays bounded, so \(b\) differs from \(\delta_c\propto\sqrt N\) by a bounded amount. The open energy, which lies between \(\varphi(b)\) and \(G\), equals \(G\) up to terms exponentially small in \(\sqrt N\).

The transition condition is thus \(N\varphi(e)=G\), with \(e=\delta_c/N\). Let \(T=\varphi'''(0)\) and \(e_0=\sqrt{2G/(NC)}\). Then

\[
\frac C2e^2+\frac T6e^3+\dots=\frac C2e_0^2 . \tag{11}
\]

Insert \(e=e_0(1+u)\) with small \(u\). The first-order terms are \(Ce_0^2u+Te_0^3/6=0\), so \(u=-Te_0/(6C)\). The traction is

\[
\sigma_c=Ce+\frac T2e^2+\dots
=Ce_0\Big[1-\frac{Te_0}{6C}+\frac{Te_0}{2C}+\dots\Big], \tag{12}
\]

and therefore

\[
\sigma_c=\sqrt{\frac{2CG}{N}}\Big[1+\frac{Te_0}{3C}+O(1/N)\Big]. \tag{13}
\]

For a bond that softens under tension \(T<0\), and the peak lies below the leading formula. The universal binding curve with length \(l\) is

\[
\varphi=G\big[1-(1+\delta/l)\exp(-\delta/l)\big],\qquad
\varphi'=\frac{G\delta}{l^2}\exp(-\delta/l). \tag{14}
\]

Expanding \(\varphi'\) gives \(C=G/l^2\) and \(T=-2G/l^3\). With \(s=\sqrt{2/N}\), \(e_0=ls\) and

\[
\sigma_c=\frac Gl\,s\Big(1-\frac{2s}{3}+\dots\Big). \tag{15}
\]

At \(N=100\) this gives \(0.1281\,G/l\), against 0.1414 from the leading term; numerical solution of the transition condition gives 0.1280. Between \(N=10^5\) and \(10^6\) the computed exponent is \(-0.49911\). The factor in (15) accounts for the small departure from \(-1/2\).

The Morse curve \(\varphi=G[1-\exp(-\delta/m)]^2\), with length \(m\), is a second case. Here \(N\varphi(e)=G\), with \(e=\delta_c/N\) as before, gives \(1-\exp(-e/m)=1/\sqrt N\), so

\[
\sigma_c=\frac{2G}{m}\big[1-\exp(-e/m)\big]\exp(-e/m)
=\frac{2G}{m\sqrt N}\Big(1-\frac1{\sqrt N}\Big), \tag{16}
\]

up to exponentially small terms. Since \(C=2G/m^2\), the prefactor is again \(\sqrt{2CG/N}\). At \(N=100\) the computed ratio to the leading formula is 0.89998, against 0.9 from (16).

The reduction to one open gap can be checked by minimising over all gaps on a grid of openings, without assuming how many open. For 64 gaps obeying (14) and a grid step of \(0.0025\,l\), the two energies agree within \(5\times10^{-5}G\) at eight openings on both sides of the transition.

## Thin slabs

For (14), \(\sigma_{\rm th}=G/(el)=0.368\,G/l\), where \(e\) is now the base of natural logarithms. The leading formula exceeds this strength when \(\sqrt{2/N}>1/e\), that is, for \(N<2e^2\approx14.8\), and cannot hold there. At \(N=10\) it gives \(0.447\,G/l\), while the actual peak is 0.309.

Two gaps obeying (14) still reach the full theoretical strength. For \(0<t<1\),

\[
\ln\frac{\varphi'(l+lt)}{\varphi'(l-lt)}=\ln\frac{1+t}{1-t}-2t>0 . \tag{17}
\]

The partner of \(a=l(1-t)\) with equal traction must therefore lie beyond \(l(1+t)\), so \(a+b>2l\). No open state exists until both gaps have reached the inflection.

For \(N\ge3\) the transition comes earlier. At \(\delta=Nl\), open one gap by a further \((N-1)\epsilon\) and close the others by \(\epsilon\). The quadratic term vanishes, and the cubic term is

\[
\frac{\varphi'''(l)}6\big[(N-1)^3-(N-1)\big]\epsilon^3,\qquad \varphi'''(l)=-\frac{G}{e\,l^3}. \tag{18}
\]

It is negative for \(\epsilon>0\), so at \(\delta=Nl\) a state of lower energy exists, and by continuity the closed state stopped being the absolute minimum at some \(\delta_c<Nl\). At \(N=3\) the effect is slight: the peak is \(0.997\,\sigma_{\rm th}\).

## When the absolute minimum is reached

The second variation of the closed state is \(\tfrac12\varphi''(\delta/N)\sum_iu_i^2\), where the \(u_i\) are changes of the gaps with zero sum. It is positive until \(\delta=N\delta_*\). A perfect slab that follows local minima therefore ignores the transition at \(\delta_c\) and carries load up to \(\sigma_{\rm th}\), whatever \(N\) is. For (14) the work stored by then is \(N\varphi(l)=N(1-2/e)G\approx0.264\,NG\). Simulated slow loading of 20 gaps with small random disturbances reached \(0.9999\,\sigma_{\rm th}\) and spent about \(5.3\,G\), close to the \(5.28\,G\) stored at the instability; the simulated work shifts by up to about \(0.3\,G\) when the load step is halved or doubled, or the disturbances are made three times larger or ten times smaller. On this path neither part of the renormalised law holds: the peak does not fall with \(N\), and the work is not fixed.

The obstacle at \(\delta_c\) is a saddle, an open state (3) that violates (4). For (14) and large \(N\), its gap \(b_s\) satisfies \((b_s/l)e^{-b_s/l}\simeq\sqrt{2/N}\), so \(b_s\) grows only logarithmically with \(N\). The other gaps still store about \(G(1-b_s/\delta_c)^2\), while the opened gap already costs nearly \(G\). The barrier above the closed energy \(G\) is therefore

\[
\Delta\simeq G(1-b_s/\delta_c)^2+\varphi(b_s)-G\ \longrightarrow\ G \tag{19}
\]

per unit area. At \(N=10^6\) it is \(0.986\,G\). Opening the whole area at once is thus strongly hindered.

A crack front avoids this uniform barrier. Let \(d\) be the plane spacing, \(h=Nd\) the thickness and \(M=Cd\) the modulus for stretching without lateral strain. Equation (9) becomes

\[
\sigma_c\simeq\sqrt{\frac{2MG}{h}} . \tag{20}
\]

Ahead of a long crack in a strip held at fixed opening, the elastic energy per area is \(\sigma^2h/(2M)\). Behind it the strip is unloaded, at the cost \(G\) of new surface. Advance lowers the energy when \(\sigma^2h/(2M)>G\), which is the Griffith condition for the strip and coincides with (20).

A line of 400 columns shows the motion. Each column has \(N=100\) gaps, one of which may open by \(b_j\); neighbours are coupled by \(\tfrac12K(b_{j+1}-b_j)^2\) with \(K=10\,G/l^2\), and the motion is overdamped. Half the line was open at the start, and the front was given 400 reduced time units to settle. In the next 1000 units it advanced by about 33 columns at \(1.05\,\delta_c\), and retreated by about 36 at \(0.95\,\delta_c\); the time step affects these counts by about one column. The coupling is an assumed value and affects the speed: with \(K=G/l^2\) the front moves in the same directions, but only about a third as far, and with \(K=0.01\,G/l^2\) it does not move by a single column in the same time, nor in 15000 units, which points to pinning between the discrete columns rather than slow motion. The absolute minimum thus describes a slab in which a front is already present and can move, not the nucleation of that front.

## A weak interface

Let one gap, such as a grain boundary, have a smaller separation work \(G_w<G\). The trial state that opens it costs less than \(G_w\), while opening any other gap costs nearly \(G\). The argument around (7) then gives the limit \(\min\{Cx^2/2,G_w\}\), and both the peak and the work follow with \(G\) replaced by \(G_w\). The stiffness of the weak gap does not enter at leading order, since it is one compliance among \(N\).

For 65 gaps with \(G_w=0.6\,G\) and equal stiffness, (13) with the anharmonicity of the bulk gaps gives \(0.1236\,G/l\). Grid minimisation gives 0.1209. The grid value is a mean slope over an interval of \(0.16\,l\) that ends \(0.14\,l\) before the jump, and so lies below the peak. Solving directly for the opening at which the closed and open states have equal energy gives a peak of \(0.1235\,G/l\).

## Titanium: numbers and limits

The model inputs are set near rough typical values: surface energy 2 J/m², \(M=c_{33}=180\) GPa and \(d=0.234\) nm. The results are quoted to three figures so that the formulas can be compared with the computation; they do not predict real titanium to that accuracy. The inputs give

\[
G=4\ \text{J/m}^2,\quad C=\frac Md=769\ \text{GPa/nm},\quad l=\sqrt{\frac GC}=0.072\ \text{nm},\quad \sigma_{\rm th}=\frac{G}{el}=20.4\ \text{GPa}. \tag{21}
\]

For \(N=4274\), \(h\) is 1.00 µm and (20) gives

\[
\sqrt{\frac{2(180\times10^9)(4)}{1.00\times10^{-6}}}\ \text{Pa}=1.20\ \text{GPa}.
\]

With \(s=0.0216\), the factor in (15) is 0.986 and the peak becomes 1.18 GPa. The critical opening is 6.7 nm, a strain of 0.67 %. For \(h\) near 100 nm the peak is 3.62 GPa at 2.2 % strain; near 10 nm it is 10.2 GPa at 7.2 %, where the leading formula gives 12.0 GPa. From 1 µm to 100 nm the peak rises by a factor of 3.06 rather than \(\sqrt{10}=3.16\), because the anharmonic reduction is larger in the thinner slab.

These values describe brittle elastic planes. Of the assumptions sized here, the absence of plasticity is the one that real titanium violates most strongly. With a rough \(c_{13}\) of 70 GPa, the axial stress at the peak of the 1 µm slab exceeds the lateral stress by \((1-70/180)\times1.18=0.72\) GPa. That is 1.8 times a rough polycrystal yield stress of 0.4 GPa. With this yield stress, the model calls for yielding before cleavage in slabs thinner than about 3.3 µm (3.4 µm from the leading formula (20) alone), though thin crystals may resist flow more strongly. This thickness is only a rough scale, because a polycrystal yield stress does not describe a single crystal pulled along its \(c\) axis. Such a load puts no resolved shear on slip along directions in the basal plane, so the crystal must yield by twinning or by slip with a component along \(c\), at a stress that may differ. A rough plastic work of fracture, \(2\times10^4\) J/m², is 5000 times \(G\). Inserted in (20) at 1 µm, it would give about 85 GPa, above the theoretical strength. Equation (20) therefore cannot be repaired by putting a measured toughness in place of \(G\) at this thickness.

The other effects that were sized are smaller. A rough grain-boundary energy of 0.5 J/m² lowers the separation work to 3.5 J/m² and the peak, at leading order, by the factor \(\sqrt{3.5/4}=0.935\). A modulus lower by 10 %, at fixed \(G\), lowers the peak by 5 %. For the 1 µm slab the barrier to uniform opening is \(0.86\,G\), or 1.6 eV per atom of one plane, against a thermal energy of 0.026 eV at 300 K. Heat will not open a large area at once, but this estimate does not cover nucleation at a flaw. Forces beyond adjacent planes and the relaxation of the new surfaces are left out and have not been sized.

In a larger calculation, \(\delta\) in (1) already contains the elastic stretch of the slab, about \(N\sigma/C\). If the surrounding material model also represents that stretch, it must be subtracted from the cohesive opening, or it is counted twice. Most of the computed values quoted here are collected in the numerical output that follows, or follow from it by simple arithmetic. The output does not include the variations of load step, disturbances, front coupling, front duration and front time step, or the directly solved peak for the weak gap.

## Numbers as computed

```
REDUCED UNITS (G = 1, l = 1)
theoretical strength: 0.36788 G/l
N where leading formula equals it: 14.78
N=3: peak 0.366785, leading 0.816497, corrected 0.372052 G/l
N=10: peak 0.308892, leading 0.447214, corrected 0.313880 G/l
N=100: peak 0.128047, leading 0.141421, corrected 0.128088 G/l
N=10000: peak 0.014009, leading 0.014142, corrected 0.014009 G/l
N=1000000: peak 0.001413, leading 0.001414, corrected 0.001413 G/l
N=3 peak / theoretical strength: 0.99702
N=2 grid peak / theoretical strength: 1.00000
exponent of N between 1e5 and 1e6: -0.49911
Morse N=100, peak / leading formula: 0.89998
N=64 largest grid energy excess: 4.7e-05 G
N=64 peak: grid 0.1546, branches 0.1559 G/l
weak gap work: 0.60 G, in 65 gaps
weak gap peak: grid 0.1209, formula 0.1236 G/l
N=4: integrated separation work 1.000000 G
N=100: integrated separation work 1.000000 G
N=10000: integrated separation work 1.000000 G
local minima, N=20: peak / theoretical strength 0.9999
local minima, N=20: work spent 5.31 G
uniform opening barrier, N=1e6: 0.9861 G
front, N=100, 5% above delta_c: +33 columns
front, N=100, 5% below delta_c: -36 columns
TITANIUM, ROUGH INPUTS
surface energy 2.0 J/m2, c33 180 GPa, spacing 0.234 nm
separation work G: 4.0 J/m2
gap stiffness C: 769 GPa/nm
binding length l: 0.0721 nm
theoretical strength: 20.41 GPa
h=10.1 nm, N=43: peak 10.233 GPa, leading 11.963 GPa
   critical opening 0.722 nm, strain 7.18 %
h=99.9 nm, N=427: peak 3.623 GPa, leading 3.796 GPa
   critical opening 2.157 nm, strain 2.16 %
h=1000.1 nm, N=4274: peak 1.183 GPa, leading 1.200 GPa
   critical opening 6.716 nm, strain 0.67 %
NEGLECTED EFFECTS, THICKEST SLAB
rough c13 70 GPa, yield stress 0.4 GPa
axial minus lateral stress at peak: 0.723 GPa
same / yield stress: 1.81
thickness where the two are equal: 3.4 um
rough plastic work 20000 J/m2, over G: 5000
rough boundary energy 0.5 J/m2, peak factor 0.935
rough lattice constant a: 0.295 nm
opening barrier: 0.860 G = 1.62 eV per atom
thermal energy kT at 300 K: 0.0259 eV
peak shift for 10% lower modulus: -5.1 %
```
